# Why Koopmans energies miss the image shift and relaxed energies include it

To place the levels of a molecule against the Fermi level of a metal electrode, one must decide whether to add an image correction to the computed ionization energy. If that energy is a Hartree-Fock orbital energy of the neutral molecule, the correction is missing, even when the metal was part of the calculation. If it is a difference of total energies in which the metal's electrons relaxed around the charged molecule, the correction is already there, to the extent that the metal in the calculation is wide enough to carry it, and adding it again in full counts that part twice. A model in which the metal has one kind of freedom, the movement of charge along its surface, shows why.

## What the orbital energy contains

Let $I$ be the energy needed to take one electron from the molecule to rest far from both molecule and metal, with the nuclei fixed. The molecule is so far from the metal that their orbitals do not overlap. The zero of energy is an electron at rest far from both, where the electrostatic potential is zero.

For a determinant of occupied spin orbitals $i$, the Hartree-Fock energy, apart from the nuclear repulsion, is

$$E_N=\sum_i h_i+\frac12\sum_{i,j}(J_{ij}-K_{ij}).$$

Here $h_i$ is the kinetic energy plus the attraction to the nuclei, $J_{ij}$ the Coulomb repulsion and $K_{ij}$ the exchange integral. Strike out orbital $k$ and leave all others unchanged. The term $h_k$ disappears. In the double sum $k$ occurs once as first and once as second index, which cancels the factor $\tfrac12$, and the term $i=j=k$ is zero because $J_{kk}=K_{kk}$. Hence

$$E_{N-1}^{\rm frozen}-E_N=-h_k-\sum_j(J_{kj}-K_{kj})=-\varepsilon_k .$$

This is Koopmans' result. It holds for molecule and metal together, so the metal's orbitals are frozen along with the molecule's.

Now let $k$ be the highest occupied orbital of the molecule. Exchange with a metal orbital contains the product of the two orbitals at the same point, which is zero without overlap. What remains of the metal is the repulsion from its electrons and the attraction to its nuclei. Together they form the electrostatic potential $\phi$ of the metal as it is while the molecule is neutral. An electron has potential energy $-e\phi$ there. If $\phi$ varies little across the molecule, then, to a good approximation,

$$I_K=I_K^{\rm gas}+e\phi .$$

The hole's image is absent because the charge that would produce it is absent. In the neutral state the metal has no hole to respond to, and the frozen determinant forbids a response after the hole is made.

The potential $\phi$ need not vanish. If the neutral molecule has a dipole moment $p$ normal to the surface, the metal carries its image, and the potential of that image at the molecule has size $p/[4\pi\epsilon_0(2d)^2]$. A quadrupole gives a term in $1/d^3$. Koopmans energies contain these images. They lack the image of the hole, which falls as $1/d$ and therefore dominates far away.

## A metal that can be solved

Put a charge $Q$ at height $d$ above a plane on which the metal can build up a surface charge $\sigma(\mathbf R)$. The unperturbed metal has $\sigma=0$. Write

$$\sigma(\mathbf R)=\int\!\frac{d^2q}{(2\pi)^2}\,\sigma_q\,e^{i\mathbf q\cdot\mathbf R}.$$

A charge wave $\sigma_q$ creates a potential that obeys Laplace's equation on both sides and decays as $e^{-q|z|}$. If its amplitude on the plane is $V_q$, the normal field jumps by $2qV_q$. Gauss's law sets this equal to $\sigma_q/\epsilon_0$, so $V_q=\sigma_q/(2\epsilon_0q)$.

Three energies follow. The charge $Q$ feels the potential at height $d$. The surface charge repels itself, with the usual factor $\tfrac12$. Crowding electrons together also costs kinetic energy, modelled by a local term $\ell\sigma^2/(2\epsilon_0)$ per area, where $\ell$ is a length that measures the stiffness of the electron gas. The sum is

$$E[\sigma]=\int\!\frac{d^2q}{(2\pi)^2}\left[\frac{Q\sigma_qe^{-qd}}{2\epsilon_0q}+\frac{\sigma_q^2(1+2q\ell)}{4\epsilon_0q}\right].$$

By symmetry about the charge, $\sigma_q$ is real.

**Frozen metal.** Set $\sigma_q=0$. Then $E=0$ for every $Q$ and $d$: there is no image energy.

**Relaxed metal.** Minimize with respect to each $\sigma_q$:

$$\frac{Qe^{-qd}}{2\epsilon_0q}+\frac{\sigma_q(1+2q\ell)}{2\epsilon_0q}=0
\quad\Rightarrow\quad
\sigma_q=-Q\,g(q)\,e^{-qd},\qquad g(q)=\frac1{1+2q\ell}.$$

Insert this. The first term in the bracket becomes $-Q^2ge^{-2qd}/(2\epsilon_0q)$. In the second, $g^2(1+2q\ell)=g$, which leaves $+Q^2ge^{-2qd}/(4\epsilon_0q)$. The cost of polarizing the metal takes back half of the attraction. With $d^2q=2\pi q\,dq$,

$$E_{\min}=-\frac{Q^2}{8\pi\epsilon_0}\int_0^\infty g(q)\,e^{-2qd}\,dq .$$

For a perfectly soft metal, $\ell=0$ and $g=1$. The integral is $1/(2d)$, and for $Q=\pm e$

$$E_{\min}=-W,\qquad W=\frac{e^2}{16\pi\epsilon_0d}.$$

This is the image energy. It comes entirely from the change of $\sigma$, which is the change that frozen orbitals exclude.

Stiffness links the two cases. For $\ell\ll d$, expand $g\approx1-2q\ell$. The integral becomes $\frac1{2d}-\frac{2\ell}{4d^2}=\frac1{2d}\left(1-\frac{\ell}{d}\right)$, which to this order equals $1/[2(d+\ell)]$. The metal still gives an image, but the image plane lies $\ell$ below the charged sheet. For $\ell\to\infty$, $g$ goes to zero at every $q>0$ and the energy vanishes. In this model a frozen-orbital calculation treats the metal as infinitely stiff.

## Slope and curvature

Restore the potential $\phi$ of the neutral state. For a metal that responds linearly, the part of the energy due to the metal is

$$E(Q)=Q\phi-W\,(Q/e)^2 .$$

Koopmans' energy takes the slope at $Q=0$ and follows it to $Q=e$, which gives $e\phi$. The relaxed difference follows the curve itself:

$$I_\Delta=I_\Delta^{\rm gas}+e\phi-W .$$

Here $I_\Delta^{\rm gas}$ already contains the relaxation of the molecule's own orbitals, a separate effect that exists without a metal.

For an added electron $Q=-e$, and the curve gives $-e\phi-W$. The affinity, $A=E(0)-E(-e)$, therefore changes by $e\phi+W$. In the gap $I-A$ the potential cancels, and the gap shrinks by $2W=e^2/(8\pi\epsilon_0d)$.

One may also freeze the metal in the state it has around the ion. Return the electron while $\sigma$ keeps its value for $Q=e$. The attraction, worth $-2W$, is lost, and the polarization cost $+W$ remains. The metal's part of the ionization energy is then $-W-W=-2W$, leaving $\phi$ aside. An orbital energy taken from the ion thus overshoots: it contains twice the image shift, where that of the neutral molecule contains none. The average of the two is the relaxed result, as it must be for a parabola.

## The same division in a Hartree-Fock calculation

A small piece of metal allows the comparison with all electrons treated alike. Take a cube of eight lithium atoms with edge 0.30 nm, and a planar ethene molecule centred 1.00 nm from the cube's centre, parallel to a face. The carbon atoms lie 0.0665 nm either side of the molecule's centre. The hydrogen atoms lie at $\pm0.1235$ nm along the carbon axis and $\pm0.0925$ nm across it. The cube is a polarizable stand-in, not a relaxed lithium cluster. The method is Hartree-Fock in the 6-31G basis, with real orbitals and all electrons of the neutral system paired. For the cube, a less restricted Hartree-Fock solution lies lower in energy. The numbers therefore compare frozen and relaxed ionization in a model and do not describe real lithium.

For the relaxed ion, the hole must be held on ethene. At each iteration the occupied orbitals are those that overlap most with the intended ones, and the cube is kept spin-paired. Without such a constraint, the lowest state of the ionized whole could have its hole in the metal, and the energy difference would no longer describe the molecular level.

| Ionization energy (eV) | gas | with cube |
|---|---|---|
| Koopmans | 10.154 | 10.146 |
| relaxed difference | 8.969 | 8.887 |

In the gas phase the two rows differ by 1.185 eV, which is ethene's own relaxation. These digits belong to the small basis: in aug-cc-pVDZ the gas values are 10.27 and 8.94 eV, and the relaxation is 1.33 eV. The cube shifts the Koopmans energy by $-7.4$ meV and the relaxed difference by $-81.7$ meV. The part that needs relaxation of the cube is $-81.7+7.4=-74.3$ meV.

Both parts can be found from the cube's side. In the joint neutral state, the potential of the cube at ethene's centre gives an electrostatic energy of $-8.1$ meV for a charge $+e$, close to the Koopmans shift. The remaining difference, less than 1 meV, is not analysed here. For the isolated cube the value is $-11.1$ meV. The change is the response of the cube to the charge distribution of neutral ethene, and it does enter the orbital energy.

Next, replace ethene by a point charge $+e$, relax the cube, and subtract the first-order energy. The remainder is $-74.9$ meV, within 1% of the $-74.3$ meV above. The agreement is between two numbers in the same basis. The size itself is not converged: in the larger def2-TZVP basis the point-charge value is $-66$ meV.

The same calculation gives $-18.4$ meV for $+e/2$ and $-70.3$ meV for $-e$. A pure parabola would give $-18.7$ and $-74.9$ meV. The mismatch fits a small cubic term. The mean of the results for $\pm e$ gives a quadratic coefficient of $-72.6$ meV, and half their difference a cubic one of $-2.3$ meV. For half a charge these predict $-72.6/4-2.3/8=-18.4$ meV, as found. The cube has a centre of inversion, so a uniform field could produce no odd term. The field of a nearby charge is not uniform.

The cube does not obey the $1/d$ law. A small neutral body at distance $r$ acquires a dipole $p$ in the field $F\propto1/r^2$. Its energy $-pF+p^2/(2\alpha)$ has the minimum $-\alpha F^2/2$, which falls as $1/r^4$. Here too the gain is half the attraction. The $1/d$ law needs a surface wide compared with $d$, on which charge can gather below the molecule while the compensating charge goes far away. The approach is slow: an isolated neutral conducting sphere of radius $3d$ gives about half of $W$, and one of radius $10d$ about 79%. A relaxed calculation on a finite cluster therefore holds only part of the image shift of a wide surface.

## A planar metal with quantum electrons

The model assumed a charged sheet and a local stiffness. Both can be replaced by the response of electrons in a slab with hard walls, 2.12 nm thick. The electrons fill it up to the Fermi energy of a uniform gas with spacing parameter 3.0 bohr, roughly that of the outer $s$ electrons of silver or gold, so that eight subbands are occupied. For each $q$, the change in electron density $\delta n$ follows from

$$\delta n=\chi_0\,(v_{\rm ext}+v_C\,\delta n),$$

where $\chi_0$ is the static response of independent electrons, $v_{\rm ext}$ the external potential energy and $v_C$ the Coulomb interaction. This is the random-phase approximation, which omits exchange and correlation in the response. Solved on a grid, the equation yields the reflected wave, whose strength is again $g(q)$.

An incoming wave $e^{qz}$ reflected by an ideal conductor at $z_{\rm im}$ must cancel there. The reflected wave is then $-e^{2qz_{\rm im}}e^{-qz}$, so $g=e^{2qz_{\rm im}}$. The computed centre of the induced charge lies 0.132 nm inside the wall. At $q=0.094$ nm$^{-1}$ this predicts $g=e^{-2(0.094)(0.132)}=0.975$, and the slab gives 0.975.

With $d$ measured from this plane, numerical integration over $q$ gives $-0.360$ eV at 1 nm and $-0.180$ eV at 2 nm. The image formula gives the same values to these digits.

## Ethene one nanometre from a metal

Let ethene lie flat, 1.0 nm from the image plane of a wide metal surface, across vacuum. With $e^2/(4\pi\epsilon_0)=1.44$ eV nm,

$$W=\frac{1.44}{4\times1.0}\ {\rm eV}=0.36\ {\rm eV},\qquad I_\Delta=8.97-0.36=8.61\ {\rm eV}.$$

The Koopmans energy stays at 10.15 eV, apart from the small potential of the neutral state. The gap $I-A$ closes by 0.72 eV in the classical count. For ethene this is formal, since the anion of the gaseous molecule is unbound by more than the 0.36 eV that the image supplies.

The value 8.61 eV is not a prediction for experiment. The measured ionization energy of gaseous ethene is, as a rough figure, somewhat above 10 eV. Relaxed Hartree-Fock falls below it because it omits electron correlation. The useful result is the shift, which can be added to a better gas-phase energy.

Of the effects estimated here, what fills the gap matters most. Suppose an organic layer of thickness $t=0.7$ nm and relative permittivity $\epsilon=2.5$, a rough typical value, covers the metal. The molecule is then $h=0.3$ nm above the layer. With $z=0$ at the layer's outer face, the potential is $e^{qz}+re^{-qz}$ outside and $A(e^{qz}-se^{-qz})$ inside. The choice $s=e^{-2qt}$ makes it vanish at the metal. Continuity of potential and of normal displacement gives

$$1+r=A(1-s),\qquad 1-r=\epsilon A(1+s).$$

Dividing the equations to remove $A$, and solving for $g=-r$,

$$g=\frac{\beta+s}{1+\beta s},\qquad \beta=\frac{\epsilon-1}{\epsilon+1}.$$

The energy integral, with $h$ in place of $d$, gives a shift of $-0.75$ eV, about twice the vacuum value. An infinitely thick layer has $s=0$ and would give $-\beta(1.44)/(4h)=-0.51$ eV by itself. Replacing everything deeper than 0.7 nm in that thick layer by metal deepens the shift by the remaining 0.24 eV. A continuum description at 0.3 nm is crude, so 0.75 eV shows the size of the effect, not its precise value. A total-energy calculation includes this part too, provided that the layer's electrons are allowed to relax.

The position of the image plane comes next: moving it 0.1 nm nearer deepens the vacuum shift by 40 meV. The slab cannot settle this position for a real metal, since its hard wall and missing $d$ electrons both affect the surface. Two further corrections are small at 1 nm. The image of neutral ethene's quadrupole raises $I$ by about 1 meV. The finite extent of the hole changes the image energy by less than 1 meV.

At direct contact the argument loses its basis. Orbitals overlap, exchange with the metal no longer vanishes, charge may pass between the two, and the distance to the image plane becomes comparable with the size of the molecule. The relaxed difference still contains polarization there, but it can no longer be split into a gas-phase energy and a classical image shift.
